\section*{Bijvoet difference of 111 in zinc blende near the zinc edge}

\section{Problem}

A ZnS crystal with the zinc blende structure has two opposite faces, with outward normals along $+[111]$ and $-[111]$. X-rays with photon energy close to the Zn K edge are reflected from each face in turn, as in the Coster--Knol--Prins determination of polarity. The two reflections, $111$ and $\bar1\bar1\bar1$, are Friedel mates.

Zn sits at $(0,0,0)$ and S at $(\tfrac14,\tfrac14,\tfrac14)$ of the cubic cell, each repeated by the face-centring translations. Write the atomic scattering factors, in electrons, as
\begin{equation}
f_{\rm Zn}=a+ib,\qquad f_{\rm S}=c+id ,
\end{equation}
where $a$ and $c$ contain the dispersion correction $f'$, while $b$ and $d$ are the absorptive parts $f''$. The intensity is $I=|F|^2$, with $F$ the structure factor of the cubic cell.

\begin{enumerate}
\item Find $I(111)-I(\bar1\bar1\bar1)$ and its ratio $R$ to the mean of the two intensities.
\item Evaluate $R$ at energies 0.5\% below and 0.5\% above the edge.
\item Decide which face, the one ending in Zn or the one ending in S, reflects more weakly above the edge.
\end{enumerate}

The inputs are round model values: edge energy $9.7$ keV, cell edge $0.54$ nm, $f_0=25$ for Zn at this reflection, $c=12$ for S, K-shell oscillator strength $g=1.2$, $f''=0.5$ from the other Zn shells, and $d=0.4$. Thermal factors are absorbed in these numbers. The K-shell absorption cross-section is taken as zero below the edge and proportional to $\omega^{-3}$ above it.

The crystal is assumed to scatter kinematically, so that its integrated intensity is proportional to $|F|^2$. The atoms are spherical and respond as isotropic dipoles. Both faces are equally illuminated, and the reflection is symmetric, so absorption and polarization factors are the same for both mates and cancel in $R$.

\section{A first estimate by scaling}

Along $[111]$ the S planes are displaced from the Zn planes by a quarter of the spacing $d_{111}$. In the first-order reflection one spacing corresponds to a phase of $2\pi$, so the Zn and S waves differ by a quarter turn. If neither atom absorbs, waves of amplitudes $a$ and $c$ in quadrature give $a^2+c^2$ from either side.

Absorption turns the phase of the Zn wave by a small angle $\epsilon\sim f''/a$. This adds to the quarter turn from one side and subtracts from it on the other. The cross term is then $\mp2ac\sin\epsilon\approx\mp2f''c$, and
\begin{equation}
|R|\sim\frac{4f''c}{a^2+c^2}.
\end{equation}
The K-shell strength $g$ is spread over a frequency range comparable with the edge frequency itself. Apart from a numerical factor, therefore, $f''\sim g$ just above the edge. Using $a\approx f_0$,
\begin{equation}
|R|\sim\frac{4(1.2)(12)}{25^2+12^2}=\frac{57.6}{769}\approx0.07 .
\end{equation}
Below the edge the K shell does not absorb. The other Zn shells give $4(0.5)(12)/769\approx0.03$, but the phase angle of sulfur, $0.4/12\approx0.03$, is as large as that of zinc, $0.5/25=0.02$. The two effects compete, and the estimate fixes neither the size nor the sign there.

\section{Exact solution within the model}

\subsection{The two signs that fix the polarity}

Let fields vary as $e^{+i\omega t}$. An electron bound with frequency $\omega_s$ and damping $\Gamma$ obeys
\begin{equation}
m(\ddot u+\Gamma\dot u+\omega_s^2u)=-eE\,e^{i\omega t},
\qquad
u=\frac{-(e/m)E\,e^{i\omega t}}{\omega_s^2-\omega^2+i\omega\Gamma}.
\end{equation}
The radiated field is proportional to $\ddot u=-\omega^2u$. A free electron has $\ddot u=-(e/m)Ee^{i\omega t}$. The ratio of the two accelerations is the scattering factor:
\begin{equation}
f=\frac{\omega^2}{\omega^2-\omega_s^2-i\omega\Gamma},
\qquad
f''=\frac{\omega^3\Gamma}{(\omega^2-\omega_s^2)^2+\omega^2\Gamma^2}>0 .
\label{eq:osc}
\end{equation}
With this time factor a positive phase is an advance.

An atom at $\mathbf r$ is driven with phase $-\mathbf k\cdot\mathbf r$. Its wave reaches a distant detector in direction $\mathbf k'$ earlier than a wave from the origin, by a phase $+\mathbf k'\cdot\mathbf r$. The total is $e^{i\mathbf Q\cdot\mathbf r}$ with $\mathbf Q=\mathbf k'-\mathbf k$, which gives
\begin{equation}
F(hkl)=\sum_jf_j\,e^{2\pi i(hx_j+ky_j+lz_j)} .
\end{equation}
Choosing $e^{-i\omega t}$ instead would conjugate both $f$ and the path phase and leave $|F|^2$ unchanged. Conjugating one of them alone would reverse the polarity.

The quantity $f''$ also measures absorption. From the equation of motion, the velocity amplitude is $v_0=eE\omega/(m|D|)$ with $D=\omega^2-\omega_s^2-i\omega\Gamma$. The mean dissipated power $\tfrac12m\Gamma v_0^2$, divided by the incident flux $\tfrac12\varepsilon_0cE^2$ (here $c$ is the speed of light), is
\begin{equation}
\sigma=\frac{e^2}{m\varepsilon_0c}\frac{\Gamma\omega^2}{|D|^2}
=4\pi r_ec\,\frac{f''}{\omega}=2r_e\lambda f'' ,
\label{eq:sigma}
\end{equation}
where $r_e=e^2/(4\pi\varepsilon_0mc^2)$ and $\lambda=2\pi c/\omega$ were used.

\subsection{The intensity difference}

For $111$ the four face-centring translations have phases that are multiples of $2\pi$, so they contribute a factor 4. The S position adds $e^{2\pi i\cdot3/4}=-i$; for the mate it adds $+i$. Hence
\begin{align}
F(111)&=4(f_{\rm Zn}-if_{\rm S})=4[(a+d)+i(b-c)],\\
F(\bar1\bar1\bar1)&=4(f_{\rm Zn}+if_{\rm S})=4[(a-d)+i(b+c)] .
\end{align}
The squared moduli are
\begin{align}
I(111)&=16\,[a^2+b^2+c^2+d^2+2ad-2bc],\\
I(\bar1\bar1\bar1)&=16\,[a^2+b^2+c^2+d^2-2ad+2bc].
\end{align}
Subtracting them, and then dividing by their mean, gives
\begin{equation}
I(111)-I(\bar1\bar1\bar1)=64(ad-bc),
\qquad
R=\frac{4(ad-bc)}{a^2+b^2+c^2+d^2}.
\label{eq:R}
\end{equation}

If $\varphi_{\rm Zn}$ and $\varphi_{\rm S}$ are the phases of the scattering factors, then $bc-ad=|f_{\rm Zn}||f_{\rm S}|\sin(\varphi_{\rm Zn}-\varphi_{\rm S})$. The difference thus measures the relative phase of the two atoms. It vanishes when $b/a=d/c$, even though both atoms absorb.

The geometry matters as well. For $200$ and $220$ the S phase factor is $-1$ and $+1$, the same for each reflection and its mate, so there is no difference. For the eight $\{111\}$ reflections the factor is $-i$ when the product $hkl$ is positive and $+i$ when it is negative. They form two sets of four equal intensities.

\subsection{Scattering factor near the edge}

By Eq.~(\ref{eq:sigma}), a cross-section proportional to $\omega^{-3}$ requires $f''\propto\omega^{-2}$. To connect $f''$ with the oscillator strength, let $\Gamma\to0$ in Eq.~(\ref{eq:osc}). One oscillator then gives
\begin{equation}
f''=\pi\omega^2\delta(\omega^2-\omega_s^2)
=\frac{\pi\omega}{2}\,\delta(\omega_s-\omega).
\end{equation}
A density of strength $\rho(\omega_s)$ therefore gives $f''=\tfrac{\pi}{2}\omega\rho(\omega)$. The required density is proportional to $\omega_s^{-3}$; normalized to total strength $g$ above the edge $\omega_K$, it is $\rho=2g\omega_K^2/\omega_s^3$. With $x=\omega/\omega_K$,
\begin{equation}
f''_K=\frac{\pi g}{x^2}\quad(x>1),\qquad f''_K=0\quad(x<1).
\end{equation}

For the real part, the free-electron value 1 is already counted in $f_0$. What remains of one undamped oscillator is $\omega^2/(\omega^2-\omega_s^2)-1=\omega_s^2/(\omega^2-\omega_s^2)$. Put $s=\omega_s/\omega_K$ and then $q=s^2$, so that $ds/s=dq/(2q)$:
\begin{align}
f'_K&=\mathrm P\!\int_1^\infty\frac{2g}{s^3}\,\frac{s^2}{x^2-s^2}\,ds
=g\,\mathrm P\!\int_1^\infty\frac{dq}{q(x^2-q)}\\
&=\frac{g}{x^2}\,\mathrm P\!\int_1^\infty\left[\frac1q+\frac1{x^2-q}\right]dq
=\frac{g}{x^2}\left[\ln\left|\frac{q}{x^2-q}\right|\right]_1^\infty
=\frac{g}{x^2}\ln|x^2-1| .
\end{align}
The upper limit contributes $\ln1=0$. For $x>1$ the logarithms at $q=x^2\pm\eta$ cancel as $\eta\to0$, which is the meaning of the principal value. Numerical quadrature of this integral was tested against the closed form at both energies.

The result diverges at $x=1$ because the edge was taken as sharp. Neglecting the rounding of the edge is justified only when the detuning is much larger than the level width.

\subsection{Numbers}

Above the edge, $x=1.005$ and $x^2-1=0.010025$, so
\begin{align}
f'_K&=\frac{1.2}{1.010025}\ln(0.010025)=-5.47,
&a&=25-5.47=19.53,\\
f''_K&=\frac{1.2\,\pi}{1.010025}=3.73,
&b&=0.50+3.73=4.23 .
\end{align}
Then $ad=7.81$ and $bc=50.79$, and
\begin{equation}
R_{\rm above}=\frac{4(7.81-50.79)}{19.53^2+4.23^2+12^2+0.4^2}
=\frac{-171.9}{543.6}=-0.316 .
\end{equation}
The intensities are $|F(111)|^2=7322$ and $|F(\bar1\bar1\bar1)|^2=10072$ electrons squared. For polarization normal to the scattering plane, multiplication by $r_e^2$ gives $5.81\times10^{-26}$ and $8.00\times10^{-26}\ \mathrm{m^2/sr}$ per cubic cell, a difference of $-2.18\times10^{-26}\ \mathrm{m^2/sr}$. The mates share the Bragg angle, $11.8^\circ$.

Below the edge, $x=0.995$, the same formula gives $f'_K=-5.585$ and $a=19.415$, while $b=0.50$. Now $ad=7.77$ exceeds $bc=6.00$, and
\begin{equation}
R_{\rm below}=\frac{4(7.77-6.00)}{521.4}\approx+0.014 .
\end{equation}
The real part $a$ hardly differs between the two energies, because $\ln|x^2-1|$ is nearly the same at equal small distances from the edge. The change in $R$ comes mainly from the step in $f''$.

\subsection{Which face is weaker}

In symmetric reflection $\mathbf Q$ points along the outward normal, so $111$ is measured on the $+[111]$ face. Each Zn atom has one S neighbour at height $+\tfrac34d_{111}$ and three at $-\tfrac14d_{111}$. Assume that the crystal ends where the fewest bonds are cut. The cut then passes between a Zn plane and the S plane $\tfrac34d_{111}$ above it. The crystal below the cut has outward normal $+[111]$ and ends in Zn. The opposite face ends in S.

Above the edge the Zn face is therefore the weaker reflector. The S plane lies $d_{111}/4$ beneath the outer Zn plane, and its wave travels an extra path $2(d_{111}/4)\sin\theta=\lambda/4$. It lags by $90^\circ$. The Zn wave is advanced by $\arctan(4.23/19.53)\approx12^\circ$ and the S wave by $\arctan(0.4/12)\approx2^\circ$, so the phase separation grows to about $100^\circ$ and the interference is partly destructive: the cross term lowers the intensity by about 16\% of the mean. From the S face the separation is about $80^\circ$, and the cross term raises the intensity by the same amount.

This sign was tested without complex scattering factors: the motion of damped oscillators was integrated in time, and the retarded signals of all eight atoms were added. For that separate set of oscillators both the signals and Eq.~(\ref{eq:R}) gave $R=-0.49866$.

\section{Comparison}

The scaling estimate, $0.07$, has the right dependence on $f''c$ but is too small by a factor of about four. Restoring the omitted pieces one at a time shows where the factor comes from:

\begin{center}
\begin{tabular}{lc}
Change made & $|R|$ above the edge\\
\hline
scaling estimate, $f''=g$ & 0.07\\
$f''=\pi g/x^2=3.73$ & 0.23\\
$a=19.53$ in place of 25 & 0.34\\
other Zn shells, $b=4.23$ & 0.39\\
$b^2$ included in the mean & 0.37\\
sulfur absorption included & 0.32
\end{tabular}
\end{center}

The largest correction is the factor $\pi$, which scaling cannot supply. The next is dispersion: a negative $f'$ lowers the mean intensity but does not enter $bc$. Sulfur absorption then reduces the magnitude from $0.374$ to $0.316$, because it turns the S phase in the same sense as the Zn phase.

Below the edge the estimate correctly indicated a competition. Without sulfur absorption $R$ would be $-0.046$; with it, $R$ is positive. The sign changes where $b=ad/c=7.77/12\approx0.65$, not far from the assumed $0.50$. A modest change in the background values could therefore reverse it, and this small signal is a poor basis for assigning polarity.

The level width matters in the same unequal way. For a relative width of $2\times10^{-4}$, a calculation with damped oscillators changes $R$ above the edge from $-0.316$ to $-0.314$, but below it from $0.0135$ to $0.0115$. The second change is about 15\% of the value itself. Closer to the edge the sharp-edge model fails, and it fails first on the low side: at $x=0.999$, five widths below the edge, the damping turns $R$ from $+0.009$ to about $-0.003$, while at $x=1.001$ it changes $R$ by only about 3\%. The model also omits the fine structure of the absorption in the solid. Above the edge this structure extends well beyond the 0.5\% detuning used here (about 50 eV), so $R_{\rm above}$ is the value for a smooth atomic absorption curve.

Measurements at both energies help when the faces differ in quality. Suppose that each face multiplies its intensity by an unknown factor that is the same at the two energies. These factors cancel in
\begin{equation}
\mathcal D=\frac{[I(111)/I(\bar1\bar1\bar1)]_{\rm above}}
{[I(111)/I(\bar1\bar1\bar1)]_{\rm below}}
=\frac{0.727}{1.014}=0.717 .
\end{equation}
If the polarity were opposite to the one assumed, the mates would exchange roles and the value would be $1/\mathcal D=1.394$. The two answers lie on opposite sides of 1, as long as the face factors really are the same at both energies. This assumption is restrictive. By Eq.~(\ref{eq:sigma}) the absorption coefficient is $\mu=8r_e\lambda(b+d)/V$, with $V$ the cell volume. It rises from about $170$ to $840\ \mathrm{cm^{-1}}$ across the edge, and the probing depth $\sin\theta/(2\mu)$ falls from about $6$ to $1.2\ \mu$m. A non-diffracting damaged layer of thickness $t$ and the same $\mu$ contributes $e^{-2\mu t/\sin\theta}$, which differs at the two energies; for $t=1\ \mu$m on the S face alone, $\mathcal D$ becomes about $1.4$ and indicates the wrong polarity.

Extinction makes each intensity smaller than its kinematic value, but in symmetric reflection from a thick crystal it does so by the same factor for both mates if the two faces are equally perfect. For a mosaic crystal, with $\sigma_\pm\propto|F(\pm\mathbf h)|^2$ the couplings from the incident to the diffracted beam and back, the reflectivity $\mathcal R$ obeys $\sigma_-\mathcal R^2-(2\mu+\sigma_++\sigma_-)\mathcal R+\sigma_+=0$. Its physical root is $\sigma_+$ times a function symmetric in $\sigma_+$ and $\sigma_-$, so the ratio of the mates remains $\sigma_+/\sigma_-$. The same ratio holds for a perfect crystal, and $R$ and $\mathcal D$ keep their values. If the faces differ in perfection, their extinction factors differ and also change across the edge with $\mu$, and these values do not apply. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL INPUTS
edge energy = 9.70 keV
cubic cell edge = 0.540 nm
f0 Zn = 25.0 electrons
real part S = 12.0 electrons
K oscillator strength g = 1.20 (no unit)
background f'' Zn = 0.50 electrons
f'' S = 0.40 electrons
relative level width = 2.0e-04 (no unit)
classical electron radius = 2.81794e-15 m
d(111) = 0.3118 nm
S neighbours above, below Zn = 1, 3
their heights = 0.75, -0.25 d(111)
TIME-DOMAIN TEST (separate oscillator model)
R from time signals = -0.498660 (no unit)
R from formula = -0.498660 (no unit)
BELOW THE EDGE, x = 0.995
photon energy = 9.6515 keV
wavelength = 0.12846 nm
Bragg angle = 11.89 degrees
K-shell f' = -5.585 electrons
Zn real part a = 19.415 electrons
Zn imaginary part b = 0.500 electrons
a d = 7.766 electrons^2
b c = 6.000 electrons^2
|F(111)|^2 = 8398.2 electrons^2
|F(-1-1-1)|^2 = 8285.2 electrons^2
r_e^2|F(111)|^2 = 6.6688e-26 m^2/sr
r_e^2|F(-1-1-1)|^2 = 6.5791e-26 m^2/sr
difference = 8.9752e-28 m^2/sr
Bijvoet ratio R = 0.0135 (no unit)
R without S absorption = -0.0460 (no unit)
R with level width = 0.0115 (no unit)
I(111)/I(-1-1-1) = 1.0136 (no unit)
ABOVE THE EDGE, x = 1.005
photon energy = 9.7485 keV
wavelength = 0.12718 nm
Bragg angle = 11.77 degrees
K-shell f' = -5.468 electrons
Zn real part a = 19.532 electrons
Zn imaginary part b = 4.232 electrons
a d = 7.813 electrons^2
b c = 50.790 electrons^2
|F(111)|^2 = 7321.7 electrons^2
|F(-1-1-1)|^2 = 10072.2 electrons^2
r_e^2|F(111)|^2 = 5.8140e-26 m^2/sr
r_e^2|F(-1-1-1)|^2 = 7.9981e-26 m^2/sr
difference = -2.1841e-26 m^2/sr
Bijvoet ratio R = -0.3163 (no unit)
R without S absorption = -0.3739 (no unit)
R with level width = -0.3141 (no unit)
I(111)/I(-1-1-1) = 0.7269 (no unit)
double quotient D = 0.7171 (no unit)
D for reversed polarity = 1.3944 (no unit)
\end{verbatim}
